# Escape of isotropic recoils through a planar surface barrier, part 2

A calculation of ion-assisted etching gives the energies of recoils, target atoms set moving inside a solid, that reach its surface. If their directions are not known, by what factor must the arriving flux be multiplied to give the removed flux?

A recoil has mass $m$, speed $v$ and kinetic energy $E=mv^2/2$ just below the surface. Its velocity makes an angle $\theta$ with the outward normal, and $\mu=\cos\theta$. The surface is a planar barrier: a potential energy $V$ that rises monotonically from zero inside to $U$ outside. The motion is classical, without collisions or friction in the barrier layer. Energies are in eV.

Velocity parallel to the surface is conserved, so escape requires the normal energy $\varepsilon=E\mu^2$ to exceed $U$, or

$$\mu>\mu_c=\sqrt{\frac{U}{E}} .$$

"Isotropic" means that the outward-moving recoils just below the surface are spread evenly over the outward directions. Their arriving flux then carries the flux weight $\mu$, and its normal energy is uniformly distributed between zero and $E$. With $n_+$ the density of outward-moving recoils, the arriving flux is $J=n_+v/2$. If inward and outward recoils are equally numerous, with total density $n$, this is $nv/4$. With $J_{\rm esc}$ the escaping flux, the escape fraction (Stage 5) is

$$F(E)=\frac{J_{\rm esc}}{J}=1-\frac UE\quad(E>U),\qquad F(E)=0\quad(E\le U).$$

The unweighted share of outward-moving recoils in a small volume that point into the escape cone is $1-\sqrt{U/E}$.

Outside, a recoil has energy $E-U$ and is bent away from the normal. The escaping flux per unit solid angle follows a cosine law, with mean outside cosine $2/3$.

The zinc example has $U=1.4$ eV and $E=5$ eV, so $U/E=0.28$, $\mu_c=0.529$ and $F=0.72$. "Counted" values come from 200,000 simulated recoils at each energy, with random directions and depths; those that arrived were followed through a smooth barrier.

### Stage 10: a spectrum of energies

A collision cascade delivers recoils of many energies. Let $j(E)\,dE$ be the arriving flux with energy between $E$ and $E+dE$, isotropic at each energy in the sense used above. The escaping share of the whole flux is the flux-weighted mean

$$\bar F=\frac{\int j(E)F(E)\,dE}{\int j(E)\,dE}.$$

As a model of a cascade take $j\propto E^{-2}$ between $U$ and an upper cutoff $M$. Recoils below $U$ are left out of both integrals because they cannot escape. Including them would lower the fraction by enlarging the denominator. The denominator is

$$\int_U^M\frac{dE}{E^2}=\frac1U-\frac1M .$$

The numerator has a second term:

$$\int_U^M\frac1{E^2}\left(1-\frac UE\right)dE=\left(\frac1U-\frac1M\right)-\frac U2\left(\frac1{U^2}-\frac1{M^2}\right).$$

The last bracket is a difference of squares, $\left(1/U-1/M\right)\left(1/U+1/M\right)$. The common factor cancels in the ratio, leaving

$$\bar F=1-\frac U2\left(\frac1U+\frac1M\right)=1-\frac12-\frac{U}{2M}=\frac12\left(1-\frac UM\right).$$

For $M\to U$ every recoil is at threshold and $\bar F\to0$. For $M\gg U$, $\bar F\to1/2$, independent of the barrier height. The barrier still affects the absolute amount removed, because it sets the lower end of the useful spectrum. With $M=100$ eV the zinc example gives $(1-0.014)/2=0.493$, and direct sums over angles and energies give 0.4930.

The value 0.49 is well below 0.72, although the cutoff is far above 5 eV. Under an $E^{-2}$ spectrum the ratio $U/E$ is spread evenly between $U/M$ and 1, so $F$ is spread evenly between zero and $1-U/M$. About half of the flux lies below $2U$, where $F<1/2$, and 73% of it lies below 5 eV. A single representative energy should therefore not replace the spectrum without a reason for its choice.

### Stage 11: an uncertain or uneven barrier

From here on, each assumption is changed separately, with $E=5$ eV and the others held fixed. The disturbances have trial sizes and are not measured properties of zinc.

An error $\Delta U$ in the barrier changes $F$ by $-\Delta U/E$, as long as the barrier stays below $E$. For $\Delta U=\pm0.4$ eV this is $\mp0.08$, so $F$ lies between 0.64 and 0.80.

A spread between surface sites acts differently. Suppose a share $p_i$ of the arriving flux meets a locally flat barrier $U_i$, with the same isotropic directions at each kind of site. If all $U_i<E$, then

$$\sum_ip_i\left(1-\frac{U_i}{E}\right)=1-\frac{\langle U\rangle}{E},\qquad \langle U\rangle=\sum_ip_iU_i .$$

Only the mean barrier matters. An even spread from 1.0 to 1.8 eV leaves the fraction at 0.7200.

If some sites have $U_i>E$, their true contribution is zero, whereas the linear expression would assign them a negative one. The average then exceeds $1-\langle U\rangle/E$. Near threshold, a spread of barriers that reaches below $E$ therefore lets some recoils out even when the mean barrier would hold all of them.

### Stage 12: directions that remember the ion

An ion that strikes from above drives its first recoils inward. If too few collisions follow, the outward distribution need not be isotropic. A simple model multiplies the number of recoils per interval $d\mu$ by $1+a\mu$, with $a>-1$ so that no outward direction has a negative weight. The flux weight $\mu$ remains, and

$$F_a=\frac{\int_{\mu_c}^1\mu(1+a\mu)\,d\mu}{\int_0^1\mu(1+a\mu)\,d\mu}
=\frac{\frac12(1-\mu_c^2)+\frac a3(1-\mu_c^3)}{\frac12+\frac a3}.$$

Multiplying numerator and denominator by 2 and subtracting $F=1-\mu_c^2$ isolates the change:

$$F_a-F=\frac{\frac{2a}{3}\left[(1-\mu_c^3)-(1-\mu_c^2)\right]}{1+\frac{2a}{3}}
=\frac{\frac{2a}{3}\,\mu_c^2(1-\mu_c)}{1+\frac{2a}{3}} .$$

For $0<\mu_c<1$ the sign is that of $a$. A deficit along the outward normal, $a<0$, lowers the escape fraction. The change vanishes for $a=0$, for $\mu_c\to0$ where everything escapes, and for $\mu_c\to1$ where nothing does.

With $a=-0.3$,

$$F_a-F=\frac{-0.2\times0.28\times0.471}{0.8}=-0.033,\qquad F_a=0.687 .$$

### Stage 13: energy lost on the way

The energy in $F(E)$ is the energy at the foot of the barrier. If a calculation reports it deeper in the solid, and the recoil then loses an amount $\Delta$ without a change in the isotropy, the fraction changes by

$$\left(1-\frac{U}{E-\Delta}\right)-\left(1-\frac UE\right)=\frac UE-\frac U{E-\Delta}=-\frac{U\Delta}{E(E-\Delta)} ,$$

provided $E-\Delta>U$. For $\Delta=0.5$ eV this is $-1.4\times0.5/(5\times4.5)=-0.031$, and $F$ becomes 0.689. A loss that grows with path length would affect oblique recoils more strongly. This model does not include that dependence.

### Stage 14: curvature of the surface

The conservation of parallel momentum came from flatness. Consider instead a recoil that starts at the centre of a small hemispherical protrusion whose barrier is also spherical. If it moves outward, it reaches the surface of the protrusion along the local normal whatever its angle $\theta$, so its whole energy is available. Every such recoil with $E>U$ escapes. This case changes the arriving directions as well as the shape, since they are no longer isotropic about the local normal.

For a static barrier of height $U$, energy conservation requires $E>U$, and no geometry can release more than all of the arrivals. The fraction in the example can therefore rise from 0.72 to at most 1, a rise of at most 0.28. This is an upper bound, not an estimate for a rough surface. On a gently curved surface, where the barrier layer is thin compared with the radius of curvature and the arriving directions are isotropic about the local normal, $F$ approaches the flat-surface value as the ratio of the layer thickness $d$ to the radius $R$ goes to zero, but only linearly. For a convex spherical barrier, with $R$ measured at its foot, angular momentum is conserved in place of parallel momentum, and $F\approx(1-U/E)(1+2d/R)$ for small $d/R$. With the smooth step used here, a layer of 0.2 nm gives about 0.75 for $R=10$ nm and 0.86 for $R=2$ nm. Atoms that strike the surface again after leaving are not counted in this estimate.

### Stage 15: thermal motion

At temperature $T$ the struck atom also has thermal motion. As a model, add to the recoil velocity $\mathbf v$ a random velocity $\mathbf u$ whose three components are independent Gaussians with variance $kT/m$, where $k$ is Boltzmann's constant. The sum $\mathbf w=\mathbf v+\mathbf u$ still has isotropic directions, but its speed $w$ varies.

A group of speed $w$ contributes an arriving flux proportional to $w$, and its escaping share is $1-2U/(mw^2)$ if it lies above threshold. Averaging over the groups gives

$$F_T=\frac{\left\langle w\left(1-\dfrac{2U}{mw^2}\right)\right\rangle}{\langle w\rangle}=1-\frac{2U}{m}\,\frac{\langle1/w\rangle}{\langle w\rangle}.$$

Two averages are needed. For fixed $u<v$, let $x$ be the cosine of the angle between $\mathbf u$ and $\mathbf v$. It is uniform on $[-1,1]$, and $w=\sqrt{v^2+u^2+2vux}$. Since $w\,dw=vu\,dx$, with $w$ running from $v-u$ to $v+u$,

$$\frac12\int_{-1}^1\frac{dx}{w}=\frac1{2vu}\int_{v-u}^{v+u}dw=\frac1v ,$$

$$\frac12\int_{-1}^1w\,dx=\frac1{2vu}\int_{v-u}^{v+u}w^2\,dw=\frac{(v+u)^3-(v-u)^3}{6vu}=v+\frac{u^2}{3v}.$$

The last step uses $(v+u)^3-(v-u)^3=6v^2u+2u^3$. The mean of $u^2$ is $3kT/m$, so $\langle w\rangle=v+kT/(mv)$ and $\langle1/w\rangle=1/v$. With $mv^2=2E$,

$$F_T=1-\frac{2U}{mv^2}\,\frac{1}{1+kT/(mv^2)}=1-\frac{U/E}{1+kT/2E}.$$

Thermal speeds $u>v$ and sums $w$ that fall below threshold have been neglected. Both lie in the far tail of the Gaussian when $kT$ is much smaller than $E$ and $E-U$ is several times the thermal spread of the recoil energy, which is about $\sqrt{2EkT}$. At 5 eV and 300 K this spread is 0.51 eV, much larger than $kT$ itself but well below $E-U=3.6$ eV. For $T\to0$ the earlier result returns.

At 300 K, $kT=0.0259$ eV, and $F_T=0.7207$, a change of $+0.0007$. A numerical integral over the normal velocity, with the tails included, gives the same value. The change is this small only far above threshold. Near $U$ the neglected tails matter: in the same model at 300 K the fraction is about 0.12 at 1.5 eV, 0.08 at $E=U$ and 0.05 at 1.3 eV. Over the $E^{-2}$ spectrum of Stage 10 the removed flux rises by about 2% if the spectrum is cut at $U$ and by about 5% if it continues well below $U$.

### Stage 16: the wave nature of the atom

A quantum particle cannot tunnel out through this barrier. The potential stays at $U$ outside, so a recoil with normal energy below $U$ has no propagating state there. What can happen is reflection of a recoil with normal energy above $U$. Let $R(\eta)$ be the reflected share at the excess $\eta=\varepsilon-U$. Since the normal energy of the arriving flux is uniform on $[0,E]$, reflection changes the escape fraction by

$$\Delta F=-\frac1E\int_0^{E-U}R(\eta)\,d\eta .$$

I take the smooth step $V=U(3s^2-2s^3)$, where $s$ runs from 0 to 1 across a width of 0.2 nm. Solving the Schrödinger equation for a zinc atom on this step and integrating $R$ gives a loss of about $1\times10^{-4}$. The wavelength of the atom at 5 eV is 0.0016 nm, more than a hundred times shorter than the barrier is wide, so fast recoils are hardly reflected. The loss comes from normal energies within a few meV above $U$, where the outside wavelength, about 0.07 nm at 3 meV, is no longer short compared with the barrier width. The loss depends on the assumed shape: it doubles when the width is halved, and an abrupt step would give about 0.04. For the smooth step of 0.2 nm it can be ignored beside the other effects.

### The zinc example beside a real surface

A barrier near 1.4 eV is a rough value for clean metallic zinc, based on the energy needed to remove an atom from the metal. It is low compared with many etched materials, whose atoms are bound by several eV, so the escape fraction of 0.72 should not be carried over to them. A recoil energy of a few eV is a reasonable choice for the slow part of a cascade, but real bombardment produces a spectrum, and the model spectrum above lowers the average to 0.49. Real surfaces are also rough, and they may carry an oxide or a reacted layer whose binding differs from that of the metal. An error of 0.4 eV in $U$ moves the 5 eV result by 0.08, more than the trial anisotropy or the trial energy loss, each of which moves it by about 0.03. Convex curvature with a radius of 2 nm would raise it by more than 0.1. For this example, then, the barrier value, the recoil spectrum and roughness on the nanometre scale deserve attention before thermal or quantum corrections do, although the thermal correction grows to a few per cent of the removed flux once the spectrum reaches threshold. The full set of values is in the numerical output.

### Back to the decision

If directions are known, apply $E\mu^2>U$ to each arriving recoil. If only energies are known, and the outward-moving recoils just below a flat surface are spread evenly over the outward directions, multiply the arriving flux at each energy by $1-U/E$ above threshold and by zero below it. If $E$ does not already include thermal motion, this sharp threshold is smeared over a range of about $\sqrt{2UkT}$. If the calculation supplies a density instead of a flux, take the density $n_+$ of outward-moving recoils just below the surface, form the flux $n_+v/2$, and then apply the same factor. The removed flux is

$$J_{\rm esc}=\frac{n_+v}{2}\left(1-\frac UE\right),\qquad E>U .$$

When inward and outward recoils are equally numerous, $n_+=n/2$ and the arriving flux is the $nv/4$ used above. At a surface that loses atoms to vacuum this equality generally fails, so the outward recoils should be counted separately.

## Computed results

```
Barrier U = 1.40 eV, recoil energy E = 5.00 eV
Escape fraction of arriving flux:
  E =  1.30 eV: counted 0.0000, formula 0.0000
  E =  1.50 eV: counted 0.0657, formula 0.0667
  E =  2.80 eV: counted 0.4920, formula 0.5000
  E =  5.00 eV: counted 0.7184, formula 0.7200
  E = 20.00 eV: counted 0.9297, formula 0.9300
Arrivals counted at E = 5.0 eV: 49987
Share of layer recoils that arrive: 0.2499
Mean outside cosine, counted: 0.6655
U/E (retained fraction): 0.2800
Critical cosine: 0.5292
Critical angle: 58.05 deg
Escape fraction: 0.7200
Unweighted outward fraction: 0.4708
Unweighted, counted: 0.4717
Unweighted, full sphere: 0.2354
Energy outside: 3.60 eV
Inside angle: 30.0 deg
Outside angle, formula: 36.10 deg
Outside angle, trajectory: 36.10 deg
Cascade cutoff: 100 eV
Cascade average, formula: 0.4930
Cascade average, angular sums: 0.4930
Neglected effects (escape fraction, change):
  U higher by 0.4 eV: 0.6400, -0.0800
  U lower by 0.4 eV: 0.8000, +0.0800
  U spread evenly by +-0.4 eV: 0.7200, +0.0000
  distribution 1 + a mu, a = -0.3: 0.6870, -0.0330
  loss of 0.5 eV: 0.6889, -0.0311
  kT at 300 K: 0.02585 eV
  thermal motion: 0.72072, +0.00072
  barrier width for waves: 0.20 nm
  zinc wavelength at E: 0.00159 nm
  flux lost to quantum reflection: 1.23e-04
```
